# Diamagnetism and polarizability of atoms: Kirkwood's relation and its errors: verification in Python

```python
"""
Kirkwood relation between polarizability and diamagnetism, and its exact correction.

Result under test (Hartree atomic units, L = 0 ground state, N electrons):
    xi      = -R/6                      diamagnetic magnetizability, -d2E/dB2
    alpha_K = 4 R^2 / (9 N)             Kirkwood polarizability
    alpha   = alpha_K * q^2 * (1 + v)   exact
R  = <sum r_i^2>,  Z = sum z_i,  q = <Z^2>/(R/3),
v  = relative variance of 1/omega, weighted with the oscillator strengths.
The relation alpha = alpha_K is exact for equal, separately occupied oscillators.
"""
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre
from scipy import constants as const
from pyscf import gto, scf, cc, ao2mo, lib


def kirkwood_alpha(n_el, r2_total):
    return 4 * r2_total**2 / (9 * n_el)


def inverse_frequency_variance(omega, strength):
    """Relative variance of 1/omega with the given weights."""
    weight = strength / strength.sum()
    mean = np.sum(weight / omega)
    return np.sum(weight * (1 / omega - mean)**2) / mean**2


# ---------------------------------------------------------------- oscillators
grid_step = 0.15
x = grid_step * np.arange(-80, 81)
diff = np.subtract.outer(np.arange(x.size), np.arange(x.size))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6, (-1.0)**np.abs(diff) / safe**2)
kinetic = kinetic / grid_step**2


def well(omega, field=0.0):
    """Levels and states of a one-dimensional oscillator in a field."""
    return eigh(kinetic + np.diag(0.5 * omega**2 * x**2 + field * x),
                subset_by_index=[0, 1])


def well_alpha(omega, level):
    step = 0.01
    e_plus, e_zero, e_minus = [well(omega, s)[0][level] for s in (step, 0, -step)]
    return -(e_plus + e_minus - 2 * e_zero) / step**2


def separate_wells(frequencies):
    """Polarizability and R for one electron in each isotropic 3D well."""
    a = sum(well_alpha(w, 0) for w in frequencies)
    r2 = sum(3 * np.sum(well(w)[1][:, 0]**2 * x**2) for w in frequencies)
    return a, r2


alpha_equal, r2_equal = separate_wells([1.0, 1.0])
assert abs(alpha_equal - kirkwood_alpha(2, r2_equal)) < 1e-6
unequal = np.array([0.5, 1.5])
alpha_unequal, r2_unequal = separate_wells(unequal)
v_unequal = inverse_frequency_variance(unequal, np.ones(2))
ratio_unequal = alpha_unequal / kirkwood_alpha(2, r2_unequal)
assert abs(ratio_unequal - (1 + v_unequal)) < 1e-5

# eight fermions in one common well: two filled shells, spin factor 2
states = [(0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1)]
vec = well(1.0)[1]
x_mat = vec.T @ (x[:, None] * vec)
x2_mat = vec.T @ (x[:, None]**2 * vec)
alpha_shell = 2 * sum(well_alpha(1.0, s[2]) for s in states)
r2_shell = 2 * sum(x2_mat[k, k] for s in states for k in s)
exchange_shell = 2 * sum(x_mat[a[2], b[2]]**2 for a in states for b in states
                         if a[:2] == b[:2])
q_shell = (r2_shell / 3 - exchange_shell) / (r2_shell / 3)
alpha_k_shell = kirkwood_alpha(8, r2_shell)
assert abs(alpha_shell - alpha_k_shell * q_shell**2) < 1e-5

# ------------------------------------------------------------------- hydrogen
t, w = roots_laguerre(40)
r = t / 2
quad = 0.5 * w * np.exp(t)
u_ground = 2 * r * np.exp(-r)
p_fun, p_der = [], []
for k in range(15):
    norm = np.exp(0.5 * (np.log(32) + gammaln(k + 1) - gammaln(k + 5)))
    lag = eval_genlaguerre(k, 4, 2 * r)
    lag_der = -eval_genlaguerre(k - 1, 5, 2 * r) if k > 0 else 0 * r
    p_fun.append(norm * r**2 * lag * np.exp(-r))
    p_der.append(norm * np.exp(-r) * ((2 * r - r**2) * lag + 2 * r**2 * lag_der))
p_fun, p_der = np.array(p_fun), np.array(p_der)
assert np.allclose((p_fun * quad) @ p_fun.T, np.eye(15), atol=1e-8)
h_p = 0.5 * (p_der * quad) @ p_der.T + (p_fun * quad * (1 / r**2 - 1 / r)) @ p_fun.T
e_p, c_p = eigh(h_p)
source = p_fun @ (quad * r * u_ground)
omega_h = e_p + 0.5
dip_h = c_p.T @ source / np.sqrt(3)
f_h = 2 * omega_h * dip_h**2
r2_h = np.sum(quad * u_ground**2 * r**2)
alpha_h = np.sum(f_h / omega_h**2)
z2_h = np.sum(quad * u_ground**2 * r**2) / 3
v_h = inverse_frequency_variance(omega_h, f_h)
first_order = np.linalg.solve(h_p + 0.5 * np.eye(15), source) @ p_fun
assert np.allclose(first_order, (1 + r / 2) * r * u_ground, atol=1e-7)
assert abs(f_h.sum() - 1) < 1e-7 and abs(np.sum(dip_h**2) - z2_h) < 1e-7
assert abs(alpha_h - 4.5) < 1e-7 and abs(v_h - 1 / 8) < 1e-7


# ------------------------------------------------------ Gaussian-basis helpers
def even_tempered():
    plan = [(0, 0.06, 2.7, 9), (1, 0.07, 2.6, 6), (2, 0.13, 2.8, 4)]
    return [[l, [a * b**k, 1.0]] for l, a, b, n in plan for k in range(n)]


def second_moments(mol):
    n = mol.nao_nr()
    rr = mol.intor('int1e_rr').reshape(9, n, n)
    return rr[0] + rr[4] + rr[8], rr[8]


# magnetic energy of hydrogen, with both the linear and the quadratic term
mol_h = gto.M(atom='H 0 0 0', basis={'H': even_tempered()}, spin=1, verbose=0)
h_core = mol_h.intor('int1e_kin') + mol_h.intor('int1e_nuc')
overlap_h = mol_h.intor('int1e_ovlp')
ang_z = -1j * mol_h.intor('int1e_cg_irxp')[2]
r2_mat, z2_mat = second_moments(mol_h)
b_field = 0.01
e_zero = eigh(h_core, overlap_h, eigvals_only=True)[0]
h_mag = h_core + 0.5 * b_field * ang_z + b_field**2 / 8 * (r2_mat - z2_mat)
e_mag = eigh(h_mag, overlap_h, eigvals_only=True)[0]
xi_h_field = -2 * (e_mag - e_zero) / b_field**2
assert abs(xi_h_field + r2_h / 6) < 2e-3      # B^4 term and finite basis

# --------------------------------------------- helium: full two-electron spectrum
mol_he = gto.M(atom='He 0 0 0', basis={'He': even_tempered()}, verbose=0)
s_val, s_vec = eigh(mol_he.intor('int1e_ovlp'))
orth = s_vec / np.sqrt(s_val)
n_orb = orth.shape[1]
h1 = orth.T @ (mol_he.intor('int1e_kin') + mol_he.intor('int1e_nuc')) @ orth
z1 = orth.T @ mol_he.intor('int1e_r')[2] @ orth
r2_one, z2_one = [orth.T @ m @ orth for m in second_moments(mol_he)]
eri = ao2mo.kernel(mol_he.intor('int2e', aosym='s8'), orth, compact=False)
eri = eri.reshape((n_orb,) * 4)
identity = np.eye(n_orb)
h_pair = eri.transpose(0, 2, 1, 3).reshape(n_orb**2, n_orb**2).copy()
h_pair += np.kron(h1, identity) + np.kron(identity, h1)
rows, cols, vals = [], [], []
n_sym = 0
for i in range(n_orb):
    for j in range(i, n_orb):
        pairs = [(i, j)] if i == j else [(i, j), (j, i)]
        for a, b in pairs:
            rows.append(a * n_orb + b)
            cols.append(n_sym)
            vals.append(1 / np.sqrt(len(pairs)))
        n_sym += 1
sym = sp.csr_matrix((vals, (rows, cols)), shape=(n_orb**2, n_sym))
h_sym = sym.T @ (sym.T @ h_pair).T
h_sym = 0.5 * (h_sym + h_sym.T)
z_pair = sp.kron(sp.csr_matrix(z1), identity) + sp.kron(identity, sp.csr_matrix(z1))
z_sym = (sym.T @ z_pair @ sym).toarray()
e_he, c_he = eigh(h_sym)
pair_wf = (sym @ c_he[:, 0]).reshape(n_orb, n_orb)
r2_he = 2 * np.sum(pair_wf * (r2_one @ pair_wf))
z2_he = 2 * np.sum(pair_wf * (z2_one @ pair_wf))
z2_he += 2 * np.sum(pair_wf * (z1 @ pair_wf @ z1))
omega_he = e_he[1:] - e_he[0]
dip_he = c_he[:, 1:].T @ (z_sym @ c_he[:, 0])
f_he = 2 * omega_he * dip_he**2
v_he_spectrum = inverse_frequency_variance(omega_he, f_he)
e_field = 0.005
e_shifted = eigh(h_sym + e_field * z_sym, eigvals_only=True,
                 subset_by_index=[0, 0])[0]
alpha_he = -2 * (e_shifted - e_he[0]) / e_field**2
assert abs(np.sum(f_he / omega_he**2) - alpha_he) < 2e-3
assert abs(f_he.sum() - 2) < 0.04             # finite basis
assert abs(np.sum(dip_he**2) / z2_he - 1) < 0.01
assert abs(alpha_he * 2 / (4 * z2_he**2) - (1 + v_he_spectrum)) < 0.03


# --------------------------------- coupled-cluster and Hartree-Fock derivatives
def energy_derivatives(mol):
    """(R, <Z^2>, alpha) at HF and CCSD level, and <Z^2> of the HF determinant."""
    n = mol.nao_nr()
    h0 = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    z = mol.intor('int1e_r')[2]
    r2, z2 = second_moments(mol)
    eri4 = ao2mo.restore(4, mol.intor('int2e', aosym='s8'), n)
    z_packed = lib.pack_tril(z)

    def energies(field=0.0, lam=0.0, mu=0.0):
        """Energies with field*Z + lam*sum r_i^2 + mu*Z^2 added to H."""
        mf = scf.RHF(mol)
        h_total = h0 + field * z + lam * r2 + mu * z2
        mf.get_hcore = lambda *args: h_total
        two_body = eri4 + 2 * mu * np.outer(z_packed, z_packed)
        mf._eri = ao2mo.restore(8, two_body, n)
        mf.conv_tol = 1e-11
        mf.kernel()
        solver = cc.CCSD(mf)
        solver.conv_tol, solver.conv_tol_normt = 1e-9, 1e-6
        solver.kernel()
        assert mf.converged and solver.converged
        return np.array([mf.e_tot, mf.e_tot + solver.e_corr]), mf

    step = 1e-3
    base, mf0 = energies()
    alpha = -2 * (energies(field=e_field)[0] - base) / e_field**2
    r2_val = (energies(lam=step)[0] - energies(lam=-step)[0]) / (2 * step)
    z2_val = (energies(mu=step)[0] - energies(mu=-step)[0]) / (2 * step)
    occ = mf0.mo_coeff[:, mf0.mo_occ > 0]
    z2_det = 2 * np.trace(occ.T @ z2 @ occ) - 2 * np.sum((occ.T @ z @ occ)**2)
    return r2_val, z2_val, alpha, z2_det


r2_cc, z2_cc, alpha_cc, z2_det_he = energy_derivatives(mol_he)
assert abs(r2_cc[1] - r2_he) < 1e-3
assert abs(z2_cc[1] - z2_he) < 1e-3
assert abs(alpha_cc[1] - alpha_he) < 2e-3
assert abs(z2_det_he - r2_cc[0] / 3) < 1e-3   # no exchange term in helium


def neon(basis_name):
    shells = gto.basis.load(basis_name, 'Ne')
    extra = []
    for l in (0, 1, 2):
        exps = sorted({row[0] for s in shells if s[0] == l for row in s[1:]})
        extra.append([l, [exps[0]**2 / exps[1], 1.0]])
    return gto.M(atom='Ne 0 0 0', basis={'Ne': shells + extra}, verbose=0)


r2_ne, z2_ne, alpha_ne, z2_det_ne = energy_derivatives(neon('aug-cc-pvtz'))
r2_dz, z2_dz, alpha_dz, _ = energy_derivatives(neon('aug-cc-pvdz'))
assert abs(z2_det_ne - z2_ne[0]) < 1e-3
q_ne_hf = z2_ne[0] / (r2_ne[0] / 3)
q_ne_cc = z2_ne[1] / (r2_ne[1] / 3)
assert 1 - q_ne_hf > 0.7 * (1 - q_ne_cc)      # exchange gives most of 1 - q
ratio_tz = kirkwood_alpha(10, r2_ne[1]) / alpha_ne[1]
ratio_dz = kirkwood_alpha(10, r2_dz[1]) / alpha_dz[1]
assert abs(ratio_dz / ratio_tz - 1) < 0.05

# -------------------------------------------------------------------- results
bohr = const.physical_constants['Bohr radius'][0]
molar_unit = (const.mu_0 * const.N_A * const.e**2 * bohr**2 / const.m_e
              / (4 * np.pi) * 1e6 * 1e6)      # in 1e-6 cm^3/mol, Gaussian

print("All values in atomic units unless a unit is given")
print(f"Equal wells (1, 1): alpha {alpha_equal:.4f}, "
      f"Kirkwood {kirkwood_alpha(2, r2_equal):.4f}")
print(f"Unequal wells (0.5, 1.5): alpha {alpha_unequal:.4f}, "
      f"Kirkwood {kirkwood_alpha(2, r2_unequal):.4f}")
print(f"  R {r2_unequal:.4f}, v {v_unequal:.4f}")
print(f"Eight fermions, one well: alpha {alpha_shell:.4f}, "
      f"Kirkwood {alpha_k_shell:.4f}")
print(f"  R {r2_shell:.4f}, q {q_shell:.4f}")
print(f"H: xi from energy in B = {b_field}: {xi_h_field:.4f}")
print(f"H: v from spectrum {v_h:.4f}")
print(f"He: ground energy {e_he[0]:.4f} hartree, orbitals {n_orb}")
print(f"He: sum of oscillator strengths {f_he.sum():.4f}")
print(f"He: 1+v from spectrum {1 + v_he_spectrum:.4f}")
print(f"Ne HF: R {r2_ne[0]:.4f}, <Z^2> {z2_ne[0]:.4f}")
print(f"Ne HF: alpha {alpha_ne[0]:.4f}, q {q_ne_hf:.4f}")
print(f"Ne CCSD Kirkwood/true alpha: TZ {ratio_tz:.4f}, DZ {ratio_dz:.4f}")
print(f"Molar factor for xi: {molar_unit:.4f} x 1e-6 cm^3/mol")

alpha_errors = {}
for name, n_el, r2_val, z2_val, alpha in [
        ("H", 1, r2_h, z2_h, alpha_h),
        ("He", 2, r2_he, z2_he, alpha_he),
        ("Ne", 10, r2_ne[1], z2_ne[1], alpha_ne[1])]:
    alpha_k = kirkwood_alpha(n_el, r2_val)
    bound = 4 * z2_val**2 / n_el
    assert alpha > bound
    q = z2_val / (r2_val / 3)
    xi, xi_k = -r2_val / 6, -np.sqrt(n_el * alpha) / 4
    alpha_errors[name] = 100 * (alpha_k / alpha - 1)
    print(f"{name}: N {n_el}, R {r2_val:.4f}, <Z^2> {z2_val:.4f}")
    print(f"{name}: alpha {alpha:.4f}, Kirkwood alpha {alpha_k:.4f}")
    print(f"{name}: error of Kirkwood alpha {alpha_errors[name]:+.1f} %")
    print(f"{name}: lower bound on alpha {bound:.4f}")
    print(f"{name}: q {q:.4f}, q^2 {q**2:.4f}, 1+v {alpha / bound:.4f}")
    print(f"{name}: xi {xi:.4f}, Kirkwood xi {xi_k:.4f}")
    print(f"{name}: error of Kirkwood xi {100 * (xi_k / xi - 1):+.1f} %")
    print(f"{name}: chi {xi * molar_unit:.3f}, Kirkwood chi "
          f"{xi_k * molar_unit:.3f} (1e-6 cm^3/mol)")
assert alpha_errors["H"] < 0 and alpha_errors["He"] < 0 < alpha_errors["Ne"]

print("finished without a failed check")
```

Output:

```
All values in atomic units unless a unit is given
Equal wells (1, 1): alpha 2.0000, Kirkwood 2.0000
Unequal wells (0.5, 1.5): alpha 4.4444, Kirkwood 3.5556
  R 4.0000, v 0.2500
Eight fermions, one well: alpha 8.0000, Kirkwood 18.0000
  R 18.0000, q 0.6667
H: xi from energy in B = 0.01: -0.5003
H: v from spectrum 0.1250
He: ground energy -2.9021 hartree, orbitals 47
He: sum of oscillator strengths 2.0016
He: 1+v from spectrum 1.2217
Ne HF: R 9.4052, <Z^2> 2.0371
Ne HF: alpha 2.3748, q 0.6498
Ne CCSD Kirkwood/true alpha: TZ 1.5605, DZ 1.5876
Molar factor for xi: 4.7521 x 1e-6 cm^3/mol
H: N 1, R 3.0000, <Z^2> 1.0000
H: alpha 4.5000, Kirkwood alpha 4.0000
H: error of Kirkwood alpha -11.1 %
H: lower bound on alpha 4.0000
H: q 1.0000, q^2 1.0000, 1+v 1.1250
H: xi -0.5000, Kirkwood xi -0.5303
H: error of Kirkwood xi +6.1 %
H: chi -2.376, Kirkwood chi -2.520 (1e-6 cm^3/mol)
He: N 2, R 2.3906, <Z^2> 0.7532
He: alpha 1.3848, Kirkwood alpha 1.2700
He: error of Kirkwood alpha -8.3 %
He: lower bound on alpha 1.1346
He: q 0.9452, q^2 0.8934, 1+v 1.2204
He: xi -0.3984, Kirkwood xi -0.4160
He: error of Kirkwood xi +4.4 %
He: chi -1.893, Kirkwood chi -1.977 (1e-6 cm^3/mol)
Ne: N 10, R 9.6146, <Z^2> 1.9123
Ne: alpha 2.6327, Kirkwood alpha 4.1085
Ne: error of Kirkwood alpha +56.1 %
Ne: lower bound on alpha 1.4627
Ne: q 0.5967, q^2 0.3560, 1+v 1.7999
Ne: xi -1.6024, Kirkwood xi -1.2828
Ne: error of Kirkwood xi -19.9 %
Ne: chi -7.615, Kirkwood chi -6.096 (1e-6 cm^3/mol)
finished without a failed check
```
